\section*{Frozen-core valence orbitals: orthogonality and the Rydberg series, part 2}

We ask whether one valence electron outside an extended core has a Rydberg series of bound levels, as it would outside a point core. The treatment is nonrelativistic, in Hartree atomic units, with a point nucleus of charge $Z$ and a single determinant. The $N-1$ core electrons fill closed shells; their orbitals solve the Hartree-Fock equations of the core alone and are then held fixed. The valence electron moves in the field of these $N-1$ electrons, called $V^{N-1}$, and does not repel itself. The charge left outside the core is $\zeta=Z-N+1>0$.

Write the valence orbital as $v=r^{-1}P(r)Y_{lm}$ and a core orbital as $c=r^{-1}P_c(r)Y_{l_cm_c}$, with real, normalized radial functions. The radial frozen-core equation $F_lP=\varepsilon P$ is
\begin{align}
&\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr
+\sum_c\frac{2(2l_c+1)Y^0(cc;r)}r\right]P(r)\nonumber\\
&\quad-\sum_{c,k}(2l_c+1)b_k(l,l_c)
\frac{Y^k(cP;r)}rP_c(r)=\varepsilon P(r). \label{radial}
\end{align}
Here $c$ labels a radial shell, $b_k(l,l_c)$ is an angular factor, and for two radial functions $a$ and $b$
\begin{equation}
\frac{Y^k(ab;r)}r=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_a(r')P_b(r')\,dr'. \label{yk}
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r$ and $r'$. For an $s$ core only $k=l$ survives, with $b_l=1/(2l+1)$.

The exchange term is written $-K$. Before separation into radial and angular parts, each spatial core orbital $c$ contributes to $Kv$ the term
\begin{equation}
(K_cv)(1)=c(1)\int\frac{c^*(2)v(2)}{r_{12}}d2 .
\end{equation}

The operator $F_l$ is Hermitian and does not depend on the valence state. Core orbitals of the same $l$ are also its eigenfunctions.

The numerical model atom has $Z=3.5$, $N=3$, core $1s^2$ and $\zeta=1.5$. Its lowest valence state, $2s$, has $\varepsilon=-0.399129$ hartree.

\subsection{Infinitely many bound levels}

With a point core, $F_l$ becomes the hydrogenic operator
\begin{equation}
H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac\zeta r,
\end{equation}
whose $k$th level is $-\zeta^2/[2(k+l)^2]$, $k=1,2,\ldots$. An extended core can be compared with it term by term.

First, splitting the integral in Eq.~\eqref{yk} at $r'=r$ gives
\begin{equation}
Y^0(cc;r)=\int_0^rP_c^2\,dr'+\int_r^\infty\frac r{r'}P_c^2\,dr'
\le\int_0^\infty P_c^2\,dr'=1, \label{screen}
\end{equation}
because $r/r'\le1$ in the second integral. The numbers $2(2l_c+1)$ add up to $N-1$, so the direct repulsion is at most $(N-1)/r$.

Second, $K$ is nonnegative. With $\rho=c^*v$, each core orbital contributes
\begin{equation}
\iint\frac{\rho^*(1)\rho(2)}{r_{12}}\,d1\,d2
=\int\frac{4\pi}{q^2}|\tilde\rho(\mathbf q)|^2\frac{d^3q}{(2\pi)^3}\ge0
\end{equation}
to $\langle v|K|v\rangle$, since the Fourier transform of $1/r$ is $4\pi/q^2$. The two results together give, for any trial function,
\begin{equation}
\langle P|F_l|P\rangle\le\langle P|H_l|P\rangle. \label{operatorbound}
\end{equation}

The min-max principle turns this into a statement about levels. The $k$th eigenvalue of $F_l$ is the smallest value that the maximum of $\langle F_l\rangle$ over a $k$-dimensional space can take. Choosing the space of the $k$ lowest hydrogenic functions gives
\begin{equation}
\varepsilon_k\le-\frac{\zeta^2}{2(k+l)^2}. \label{levelbound}
\end{equation}
The potentials and the exchange vanish at large distance and leave the continuum threshold at zero. The negative levels are therefore discrete. Equation~\eqref{levelbound} supplies one for every $k$, so there are infinitely many, and they can accumulate only at zero.

Label the levels by $n=k+l$, counting core levels of the same $l$. In the model, $1s$ is the core level and $2s$ the first valence $s$ level. This labels order in energy; nonlocal exchange allows no general appeal to the node theorem of local potentials. Define the effective quantum number $\nu_n$ and the quantum defect $\delta_n$ by
\begin{equation}
\varepsilon_n=-\frac{\zeta^2}{2\nu_n^2},\qquad
\nu_n=n-\delta_n. \label{rydberg}
\end{equation}
The bound then reads $\delta_n\ge0$. For $2s$,
\begin{equation}
\nu_2=\frac{1.5}{\sqrt{2(0.3991293)}}=1.6789,\qquad
\delta_2=0.3211 .
\end{equation}
Equation~\eqref{rydberg} by itself is a change of variable. The Rydberg law is the statement that $\delta_n$ tends to a constant, and this has still to be shown.

\subsection{The solution outside the core}

Equation~\eqref{screen} can also be written
\begin{equation}
Y^0(cc;r)=1-\int_r^\infty\left(1-\frac r{r'}\right)P_c^2\,dr'.
\end{equation}
The correction decays exponentially with the core density, and the local potential becomes
\begin{equation}
-\frac Zr+\frac{N-1}r=-\frac\zeta r .
\end{equation}
The exchange term carries the factor $P_c(r)$ and also dies exponentially. Outside the core the equation is therefore local up to exponentially small terms:
\begin{equation}
P''=\left[\frac{l(l+1)}{r^2}-\frac{2\zeta}r+\frac{\zeta^2}{\nu^2}\right]P.
\end{equation}
Put $z=2\zeta r/\nu$ and multiply by $(\nu/2\zeta)^2$. The last two terms become $-\nu/z$ and $1/4$:
\begin{equation}
\frac{d^2P}{dz^2}=\left[\frac14-\frac\nu z+\frac{l(l+1)}{z^2}\right]P. \label{whittaker}
\end{equation}
This is Whittaker's equation. Its decaying solution is $W_{\nu,l+1/2}(z)$, proportional to $z^\nu e^{-z/2}$ at large $z$. In a pure Coulomb field regularity at the origin forces $\nu$ to be an integer. Here the function need not be continued through the core, so $\nu$ can be noninteger.

For high levels $\nu\to\infty$, and at fixed $r$ the term $\zeta^2/\nu^2$ drops out. Set
\begin{equation}
P=\sqrt r\,B(x),\qquad x=\sqrt{8\zeta r},\qquad \frac{dx}{dr}=\frac x{2r}.
\end{equation}
Two differentiations give, with primes on $B$ denoting $d/dx$,
\begin{align}
P'&=\frac{B+xB'}{2\sqrt r},\\
P''&=\frac{x^2B''+xB'-B}{4r^{3/2}}.
\end{align}
The right side of the zero-energy equation is $[l(l+1)-x^2/4]B/r^{3/2}$, since $2\zeta r=x^2/4$. Multiplication by $4r^{3/2}$ and use of $4l(l+1)+1=(2l+1)^2$ yield
\begin{equation}
x^2B''+xB'+[x^2-(2l+1)^2]B=0, \label{bessel}
\end{equation}
which is Bessel's equation of order $2l+1$. Let $J$ and $Y$ without superscripts denote its two standard solutions $J_{2l+1}(x)$ and $Y_{2l+1}(x)$.

\subsection{Which combination decays}

The decaying solution must approach some combination of $\sqrt rJ$ and $\sqrt rY$. The coefficients do not depend on $r$, so they can be read off at radii that are large compared with $1/\zeta$ but far inside the outer turning point. There the semiclassical form applies, and the centrifugal term adds a phase that vanishes as $r$ grows. With
\begin{equation}
p(r)=\sqrt{\frac{2\zeta}r-\frac{\zeta^2}{\nu^2}},\qquad
r_t=\frac{2\nu^2}\zeta,
\end{equation}
the phase from $r$ to the turning point $r_t$ follows from $r'=r_t\sin^2\theta'$. Then $p=(\zeta/\nu)\cot\theta'$ and $dr'=2r_t\sin\theta'\cos\theta'\,d\theta'$, so that
\begin{align}
S(r)&=\int_r^{r_t}p\,dr'=4\nu\int_\theta^{\pi/2}\cos^2\theta'\,d\theta'\nonumber\\
&=\pi\nu-2\nu\theta-\nu\sin2\theta .
\end{align}
At fixed $r$ the angle is small, $\theta\simeq\sqrt{r/r_t}=\sqrt{\zeta r/2}/\nu$. The last two terms add up to $-4\nu\theta=-x$, with a correction of order $\nu\theta^3$, that is, of order $\nu^{-2}$. Hence
\begin{equation}
S=\pi\nu-x+O(\nu^{-2}).
\end{equation}
Near $r_t$ the potential is linear, and the decaying solution is an Airy function. On the allowed side it continues as
\begin{equation}
P\propto p^{-1/2}\cos(S-\pi/4)\to p^{-1/2}\cos(\pi\nu-x-\pi/4). \label{wkb}
\end{equation}
At large $x$ the Bessel functions behave as
\begin{equation}
J\simeq\sqrt{\frac2{\pi x}}\cos\chi,\quad
Y\simeq\sqrt{\frac2{\pi x}}\sin\chi,\quad
\chi=x-l\pi-\frac{3\pi}4 .
\end{equation}
Therefore $\cos(\pi\nu)J+\sin(\pi\nu)Y$ is proportional to $\cos(\chi-\pi\nu)$. The cosine in Eq.~\eqref{wkb} equals $\cos(x+\pi/4-\pi\nu)$, whose argument is $\chi-\pi\nu+(l+1)\pi$. The two cosines differ by the factor $(-1)^{l+1}$, which does not matter. The decaying solution thus tends to
\begin{equation}
P_{\rm out}\propto\sqrt r\,[\cos(\pi\nu)J+\sin(\pi\nu)Y]. \label{outer}
\end{equation}
Integer $\nu$ leaves $J$ alone, the solution regular at the origin, as the hydrogenic limit requires. For noninteger $\nu$ the formula was tested against the Whittaker function at $\nu=200.3$ and $l=1$.

\subsection{What the core fixes}

The regular solution inside the core is shown most simply for the $1s^2$ core. Set $u=Y^l(cP;r)$ and split its integral at $r$:
\begin{equation}
u=r^{-l}\int_0^rr'^lP_cP\,dr'+r^{l+1}\int_r^\infty\frac{P_cP}{r'^{l+1}}\,dr'.
\end{equation}
In $u'$ the terms from the integration limits cancel. In $u''$ they add up to $-(l+l+1)P_cP/r$, so
\begin{equation}
u''=\frac{l(l+1)}{r^2}u-\frac{(2l+1)P_cP}r. \label{poisson}
\end{equation}
The nonlocal equation has become two coupled differential equations for $P$ and $u$. There are two solutions regular at the origin. Beyond the core only the first integral contributes, $u\propto r^{-l}$, and the condition $u'+lu/r=0$ selects one combination. We assume that this selection is unique near zero energy; a coincidence in which both solutions satisfy the condition is excluded. Other closed-shell cores add one such function for each shell and multipole.

At zero energy the selected solution continues outside the core as some combination of $J$ and $Y$. Write it as
\begin{equation}
P_{\rm in}\propto\sqrt r\,[\cos(\pi\delta)J-\sin(\pi\delta)Y]. \label{inner}
\end{equation}
This defines $\delta$ up to an integer. It is a property of the core at zero energy and does not refer to any particular bound level.

Close to zero energy the inner solution changes continuously with $\varepsilon$, since $P_c$ confines the exchange integrals to the core. A bound level requires Eqs.~\eqref{outer} and \eqref{inner} to be proportional, so their cross product must vanish:
\begin{equation}
\cos(\pi\delta)\sin(\pi\nu)+\sin(\pi\delta)\cos(\pi\nu)
=\sin\pi(\nu+\delta)=0. \label{matching}
\end{equation}
Thus $\nu+\delta$ approaches an integer. The energy enters the inner equation smoothly, and $d\varepsilon/d\nu=\zeta^2/\nu^3$ tends to zero, so $\delta$ hardly changes while $\nu$ grows by one. There is then one root for each unit of $\nu$, and consecutive levels belong to consecutive integers. The integer left open in $\delta$ is fixed by the ordering $n=k+l$, and
\begin{equation}
\nu_n=n-\delta_n,\qquad \delta_n\to\delta\quad(n\to\infty). \label{series}
\end{equation}
This is the Rydberg series. The core changes the phase of the wave function but not the long Coulomb region that produces the levels.

\subsection{The series in numbers}

The calculated defects for the model atom are
\begin{equation}
\begin{array}{c|cccc}
n&2&4&7&10\\ \hline
\delta_n(s)&0.3211&0.3120&0.3104&0.3101\\
\delta_n(p)&0.0356&0.0405&0.0415&0.0417
\end{array}
\end{equation}
The $s$ defects fall toward their limit and the $p$ defects rise toward theirs, so the approach has no universal direction. For $3d$ the defect is $0.0003$. The defect is small as long as the centrifugal barrier keeps the electron out of the core, as it does for this compact $1s^2$ core. The rule is not general: a larger core can draw a $d$ orbital inside, and the same frozen-core equation gives a $3d$ defect of about $0.55$ for the core Ca$^{2+}$. In real atoms the small defects of nonpenetrating states come largely from core polarization, which this model omits.

The limit can be found in two ways. The leading energy dependence is linear, because $\varepsilon$ enters the inner equation linearly and the outer phase is corrected at order $\nu^{-2}$, which is proportional to $\varepsilon$. A straight line through the $9s$ and $10s$ defects, continued to $\varepsilon=0$, gives
\begin{align}
\delta&\simeq\delta_{10}-\varepsilon_{10}
\frac{\delta_{10}-\delta_9}{\varepsilon_{10}-\varepsilon_9}\nonumber\\
&=0.31005+0.01198\,\frac{0.31005-0.31013}{0.00292}=0.3097 .
\end{align}
The zero-energy solution, which uses no bound level, also gives $0.3097$. For $p$ both routes give $0.0419$.

The spacing follows from Eq.~\eqref{rydberg}. For two levels at $\nu\pm\tfrac12$,
\begin{align}
\Delta\varepsilon&=\frac{\zeta^2}2\left[\frac1{(\nu-\frac12)^2}-\frac1{(\nu+\frac12)^2}\right]
=\frac{\zeta^2\nu}{(\nu^2-\frac14)^2}\nonumber\\
&\simeq\frac{\zeta^2}{\nu^3}\left(1+\frac1{2\nu^2}\right). \label{spacing}
\end{align}
Between $9s$ and $10s$ the mean is $\nu=9.190$, and $\zeta^2/\nu^3=0.002899$ hartree. The correction factor $1.0059$ raises this to $0.002916$ hartree, the calculated spacing.

\subsection{Why the field must be $V^{N-1}$}

Suppose an additional electron is placed in the field of all $N$ electrons, valence electron included. The direct potential then tends to
\begin{equation}
-\frac Zr+\frac Nr=-\frac{Z-N}r. \label{fullfield}
\end{equation}
In the model the tail charge falls from $1.5$ to $0.5$. For a $p$ electron with spin opposite to the $2s$ electron, the $2s$ electron adds its direct repulsion and no exchange. With $\nu=(Z-N)/\sqrt{-2\varepsilon}$, the calculated step from $6p$ to $7p$ is $0.9995$, so this is a Rydberg series for charge $0.5$.

For a neutral atom $Z=N$, and the Coulomb tail vanishes. The zero-energy equation outside a spherical charge distribution becomes $P''=l(l+1)P/r^2$, with solutions $r^{l+1}$ and $r^{-l}$. They do not oscillate, and the phase that grows as $\pi\nu$ is absent. Such a field may still bind an electron, but it has no Coulomb Rydberg series. The excited states of a neutral atom belong to the $V^{N-1}$ field because the excited electron is one of the $N$ electrons and does not repel itself.

The energies found here omit core relaxation, electron correlation, including the polarization of the core by the valence electron, and relativity. The quantum defects are therefore those of the frozen-core Hartree-Fock model.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z = 3.5 e, electrons N = 3
tail charge zeta = Z-N+1 = 1.5 e
core 1s orbital energy = -4.104719 hartree
core total energy = -10.173848 hartree
frozen-core total energy, 2s = -10.572977 hartree
energy difference, 2s minus core = -0.399129 hartree
2s binding energy = 0.399129 hartree
2s binding energy = 10.8609 eV
levels: n, eps_s (hartree), delta_s, eps_p (hartree), delta_p
 2 -0.3991293 0.32112 -0.2915277 0.03557
 3 -0.1559447 0.31409 -0.1283447 0.03935
 4 -0.0827136 0.31203 -0.0717587 0.04051
 5 -0.0511704 0.31114 -0.0457476 0.04102
 6 -0.0347562 0.31068 -0.0316846 0.04130
 7 -0.0251394 0.31042 -0.0232336 0.04146
 8 -0.0190251 0.31025 -0.0177622 0.04156
 9 -0.0148979 0.31013 -0.0140183 0.04163
10 -0.0119815 0.31005 -0.0113444 0.04168
3d energy = -0.1250279 hartree, delta = 0.00034
10d energy = -0.0112514 hartree, delta = 0.00061
delta_s from zero-energy solution = 0.309718
delta_s extrapolated from n=9,10 = 0.309718
delta_p from zero-energy solution = 0.041892
delta_p extrapolated from n=9,10 = 0.041893
spacing 9s to 10s = 0.002916 hartree
zeta^2/nu^3 at mean nu 9.1899 = 0.002899 hartree
matching radius = 10.0 bohr
2s energy by outward integration = -0.3991293 hartree
3s energy by outward integration = -0.1559447 hartree
4s energy by outward integration = -0.0827136 hartree
largest energy difference of two methods = 2.4e-11 hartree
largest overlap among 1s,2s,3s,4s, frozen = 7.7e-11
overlap of 2s and 3s, relaxed cores = 2.01e-04
relaxation energy, 2s state = 6.52e-05 hartree
multiplier, self-consistent core = 6.4e-14 hartree
hydrogenic core exponent = 3.1875 1/bohr
multiplier, hydrogenic core = 0.04621 hartree
N-electron field: tail charge Z-N = 0.5 e
N-electron field: nu step, 6p to 7p = 0.99948
\end{verbatim}
